# Harmonic level spacing of an exciton in a moiré potential

**Setting for all parts.** An exciton in a twisted semiconductor bilayer is treated as one particle of mass $M=0.8\,m_e$ moving in a plane. Its centre of mass $\mathbf r$ feels the potential

$$V(\mathbf r)=-V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad V_0=20\ \text{meV}.$$

The three vectors $\mathbf G_j$ have equal length $G$, lie $120^\circ$ apart and sum to zero. With their negatives they form the first shell of reciprocal vectors of a triangular lattice. The period $a=8$ nm is the lattice constant, that is, the distance between neighbouring minima. The mass is isotropic, the internal state of the exciton is frozen, and disorder and exchange coupling are left out.

## (a) Geometry and landscape

*Find $G$ in terms of $a$. Find the minimum and maximum of $V$, and its value midway between neighbouring minima.*

**Answer.** Let $\mathbf a_1,\mathbf a_2$ be lattice vectors of length $a$ at $60^\circ$ to each other, and let $\mathbf b_1,\mathbf b_2$ satisfy $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Since $\mathbf b_1$ is perpendicular to $\mathbf a_2$ and has a positive component along $\mathbf a_1$, it makes an angle of $30^\circ$ with $\mathbf a_1$. Therefore

$$Ga\cos30^\circ=2\pi\quad\Rightarrow\quad G=\frac{4\pi}{\sqrt3\,a}=\frac{4\pi}{\sqrt3\times 8\ \text{nm}}=0.907\ \text{nm}^{-1}.$$

The vectors $\mathbf b_1$ and $\mathbf b_2$ are $120^\circ$ apart, and we take $\mathbf G_1=\mathbf b_1$, $\mathbf G_2=\mathbf b_2$, $\mathbf G_3=-(\mathbf b_1+\mathbf b_2)$.

Write $\alpha=\mathbf G_1\cdot\mathbf r$ and $\beta=\mathbf G_2\cdot\mathbf r$. The third phase is $-(\alpha+\beta)$, so $V=-V_0S$ with

$$S=\cos\alpha+\cos\beta+\cos(\alpha+\beta).$$

The largest value of $S$ is 3, reached at $\alpha=\beta=0$. For the smallest, set $p=(\alpha+\beta)/2$, $q=(\alpha-\beta)/2$ and $c=\cos p$. Then

$$S=2c\cos q+2c^2-1\ \ge\ 2c^2-2|c|-1=2\left(|c|-\tfrac12\right)^2-\tfrac32\ \ge\ -\tfrac32 .$$

The bound is reached at $\alpha=\beta=2\pi/3$. Hence

$$V_{\min}=-3V_0=-60\ \text{meV},\qquad V_{\max}=\tfrac32V_0=30\ \text{meV}.$$

Midway between two minima, at $\mathbf r=\mathbf a_1/2$, the phases are $\pi,0,-\pi$. Then $S=-1$ and $V=+V_0=20$ meV. All three sines vanish there, so the point is stationary. Its matrix of second derivatives is $V_0\sum_j\cos(\mathbf G_j\cdot\mathbf r)\,\mathbf G_j\mathbf G_j^{T}$, which has eigenvalues $+\tfrac12V_0G^2$ along $\mathbf G_2$ and $-\tfrac32V_0G^2$ along $\mathbf a_1$. (This uses $\sum_j\mathbf G_j\mathbf G_j^{T}=\tfrac32G^2\,\mathbb 1$, shown in part (b).) The point is a saddle, and an exciton passing classically from one well to the next must climb $4V_0=80$ meV from the bottom.

## (b) The harmonic spacing

*Expand $V$ to second order about a minimum and find the spacing of the resulting levels, as a formula and as a number.*

**Answer.** With $\cos x\approx1-x^2/2$,

$$V\approx-3V_0+\frac{V_0}{2}\sum_j(\mathbf G_j\cdot\mathbf r)^2 .$$

There is no linear term because the cosine is even. If $\mathbf r$ has polar angle $\theta$ and $\mathbf G_j$ has polar angle $\theta_j$, then $\mathbf G_j\cdot\mathbf r=Gr\cos(\theta-\theta_j)$ and

$$\sum_j\cos^2(\theta-\theta_j)=\sum_j\frac{1+\cos2(\theta-\theta_j)}{2}=\frac32 ,$$

since the three angles $2\theta_j$ are again spread evenly round the circle and their cosines cancel. The result does not depend on $\theta$, so the well is isotropic to this order:

$$V\approx-3V_0+\tfrac34V_0G^2r^2 .$$

Comparison with $\tfrac12M\omega^2r^2$ gives $M\omega^2=\tfrac32V_0G^2$, and therefore

$$\boxed{\hbar\omega=\hbar G\sqrt{\frac{3V_0}{2M}}=\frac{\hbar}{a}\sqrt{\frac{8\pi^2V_0}{M}}}$$

where the second form uses $G^2=16\pi^2/(3a^2)$.

For the number it helps to define the kinetic scale

$$\varepsilon=\frac{\hbar^2G^2}{M}=78.3\ \text{meV},\qquad\text{so that}\qquad(\hbar\omega)^2=\tfrac32V_0\,\varepsilon .$$

Then

$$\hbar\omega=\sqrt{1.5\times20\times78.34}\ \text{meV}=48.5\ \text{meV}\quad(7.77\times10^{-21}\ \text{J}).$$

The curvature $M\omega^2$ is $24.7$ meV/nm² and the angular frequency is $73.7$ rad/ps. Finite differences of the full potential at its minimum give the same spacing, 48.48 meV.

The meaning of "period" matters here. If 8 nm were the wavelength $2\pi/G$ of one cosine, $G$ would be smaller by the factor $\sqrt3/2$, and the spacing would be 42.0 meV.

## (c) Does the well hold these levels?

*Give the energies and degeneracies of the harmonic levels. Compare the first two with the landscape of part (a), and state the condition for the expansion to be valid.*

**Answer.** The isotropic oscillator separates into two equal one-dimensional oscillators with quantum numbers $n_x,n_y$. With $n=n_x+n_y$,

$$E_n=-3V_0+\hbar\omega(n+1),\qquad\text{degeneracy }n+1 .$$

The zero-point energy is a full $\hbar\omega$, half from each direction. The first two levels are

$$E_0=-60+48.5=-11.5\ \text{meV},\qquad E_1=-60+97.0=37.0\ \text{meV}.$$

The ground level lies below the saddle at 20 meV. The first excited level lies above the saddle and also above the highest point of the potential, 30 meV. No energy barrier then holds a classical particle in the well, though orbits that circle the minimum can still stay there. The spacing in part (b) is therefore a correct measure of the curvature at the bottom, but its upper level belongs to a parabola that has already departed from the real potential.

The same conclusion follows from lengths. The ground state is proportional to $e^{-r^2/2l^2}$ with $l=\sqrt{\hbar/(M\omega)}=1.40$ nm. The expansion of the cosines needs $Gl\ll1$, but here $Gl=1.27$. In terms of energies,

$$(Gl)^2=\frac{\hbar G^2}{M\omega}=\frac{\varepsilon}{\hbar\omega}=\sqrt{\frac{2\varepsilon}{3V_0}} .$$

The harmonic picture thus requires $V_0\gg2\varepsilon/3=52$ meV, while $V_0$ is 20 meV. Because $\varepsilon\propto1/(Ma^2)$, the parameter $Gl$ varies as $(MV_0a^2)^{-1/4}$. This is slow: halving $Gl$ at fixed mass and period takes a well 16 times deeper.

## (d) The first correction

*Find the quartic term of the potential and its first-order effect on the ground level and on the first spacing. Is the result reliable here?*

**Answer.** The next term of the cosine, $+x^4/24$, contributes

$$V_4=-\frac{V_0}{24}G^4r^4\sum_j\cos^4(\theta-\theta_j).$$

Use $\cos^4x=\tfrac38+\tfrac12\cos2x+\tfrac18\cos4x$. The sums of $\cos2(\theta-\theta_j)$ and $\cos4(\theta-\theta_j)$ vanish for three directions $120^\circ$ apart, so the sum is $9/8$ and

$$V_4=-\tfrac{3}{64}V_0G^4r^4 .$$

This term is also isotropic. It cannot mix the two states of the first excited level, $(x\pm iy)e^{-r^2/2l^2}$, which have different angular momentum, and it shifts both equally. Simple averages therefore suffice. With $u=r^2/l^2$ and $r\,dr\propto du$,

$$\langle r^4\rangle_0=l^4\,\frac{\int_0^\infty u^2e^{-u}du}{\int_0^\infty e^{-u}du}=2l^4,\qquad
\langle r^4\rangle_1=l^4\,\frac{\int_0^\infty u^3e^{-u}du}{\int_0^\infty u\,e^{-u}du}=6l^4 .$$

The prefactor simplifies through $V_0=2(\hbar\omega)^2/(3\varepsilon)$ and $G^4l^4=\varepsilon^2/(\hbar\omega)^2$, which give $V_0G^4l^4=2\varepsilon/3$. Hence

$$\Delta E_0=-\frac{3}{64}\cdot\frac{2\varepsilon}{3}\cdot2=-\frac{\varepsilon}{16},\qquad
\Delta E_1=-\frac{3}{64}\cdot\frac{2\varepsilon}{3}\cdot6=-\frac{3\varepsilon}{16},$$

$$E_1-E_0\approx\hbar\omega-\frac{\varepsilon}{8}.$$

Both shifts are downward because a cosine well opens out more than its parabola. The excited states reach further out and drop more, so the spacing shrinks. The shift of the spacing does not depend on $V_0$. Here it is $-9.8$ meV, or 20% of $\hbar\omega$, and leaves 38.7 meV.

This estimate is not controlled at the given depth. The sextic term in first order and the quartic term in second order both contribute at order $\varepsilon^2/(\hbar\omega)$. The expansion parameter $\varepsilon/(\hbar\omega)=1.6$ is not small, so only small numerical coefficients can keep the higher terms small. The expansion about a single well also leaves out tunnelling between wells.

In a deep well the formula can be tested. Let $V_0$ be 100 times larger, with $M$ and $a$ held fixed. The harmonic spacing becomes 484.8 meV, and a numerical solution of the full periodic problem gives 474.8 meV. The shift is $-9.97$ meV, against the predicted $-9.79$ meV. The ground level shifts by $-4.94$ meV, against $-\varepsilon/16=-4.90$ meV. The difference between the computed spacing and $\hbar\omega-\varepsilon/8$ comes from the next order, $\varepsilon^2/(\hbar\omega)$. It should therefore roughly halve when the depth rises from 25 to 100 times the original, since $\hbar\omega$ then doubles. The computed ratio of the two differences is 0.475. At 100 times the depth the difference is about $-0.18$ meV. Scaled back to $V_0=20$ meV, where $\hbar\omega$ is ten times smaller, this order contributes roughly $-2$ meV, which is well below the quartic shift of $-9.8$ meV.

## (e) The full periodic problem

*Write the equation for the Bloch states. Find the spacing of the lowest levels at the zone centre $\Gamma$ and at the zone corner $K$ when $V_0$ is small. Use these limits to read the numerical energies below, which are for $V_0=20$ meV.*

| Point | Band 1 (meV) | Band 2 (meV) | Band 3 (meV) |
|---|---|---|---|
| $\Gamma$ | −18.05 | 24.51 | 24.51 |
| $K$ | −16.58 | 15.66 | 15.66 |
| $M$ (edge midpoint) | −16.75 | 13.20 | 21.67 |

**Answer.** Put $\psi_{\mathbf k}=\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, where $\mathbf G$ runs over all reciprocal lattice vectors. Each cosine is half the sum of two exponentials, so $V=-\tfrac12V_0\sum_{\mathbf g}e^{i\mathbf g\cdot\mathbf r}$ over the six first-shell vectors $\mathbf g$. Equating coefficients of each plane wave gives

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2M}\,c_{\mathbf G}-\frac{V_0}{2}\sum_{\mathbf g}c_{\mathbf G-\mathbf g}=E\,c_{\mathbf G}.$$

*Small $V_0$ at $\Gamma$.* The lowest state has zero kinetic energy and the next six have $\hbar^2G^2/2M=\varepsilon/2$. As $V_0\to0$ the spacing tends to $\varepsilon/2=39.2$ meV, whereas the harmonic formula tends to zero. A spacing of some 40 meV at $\Gamma$ is therefore no evidence of harmonic confinement.

*Small $V_0$ at $K$.* Here $|\mathbf K|=G/\sqrt3$, and three plane waves share the kinetic energy $\hbar^2G^2/6M=\varepsilon/6=13.1$ meV. Their wave vectors differ by first-shell vectors, so every pair is coupled by $-V_0/2$. The $3\times3$ matrix with zero diagonal and all other elements $-V_0/2$ has eigenvalue $-V_0$ for the vector $(1,1,1)$, and $+V_0/2$ twice for vectors whose components sum to zero. To first order,

$$E_K=\frac{\varepsilon}{6}-V_0,\quad\frac{\varepsilon}{6}+\frac{V_0}{2}\ (\text{twice}),\qquad\text{spacing}=\tfrac32V_0=30\ \text{meV}.$$

*Reading the table.* The spacing of bands 1 and 2 is 42.6 meV at $\Gamma$, 32.2 meV at $K$ and 30.0 meV at $M$. All three are below the harmonic 48.5 meV. The value at $K$ is close to the first-order 30 meV, but partly by cancellation: the first-order energies are $-6.9$ and $23.1$ meV, and the computed ones lie lower by about 10 and 7 meV.

On a $12\times12$ mesh of $\mathbf k$, band 1 is only 1.5 meV wide. Its energy is well below the saddle, so an exciton in it moves between wells by tunnelling, and it can fairly be called a trapped state with weak hopping. Band 2 runs from 13.2 to 24.5 meV. This range straddles the saddle energy of 20 meV, and the width of 11.3 meV is a sizeable part of the spacing itself. The excited "level" is thus a broad band.

Two single numbers summarise the separation. The gap from the top of band 1 to the bottom of band 2 is 29.8 meV. The mean energy of bands 2 and 3 lies 35.6 meV above the mean of band 1. The quartic estimate of 38.7 meV is nearer to this mean than the harmonic value is, though part (d) gives no guarantee of that.

## (f) The real bilayer

*The parameters are meant as rough values for an interlayer exciton in a twisted MoSe$_2$/WSe$_2$ bilayer. Find the twist angle. Then estimate how the harmonic spacing changes (i) if 20 meV is the amplitude for a point-like exciton, but the real one has internal density proportional to $e^{-2\rho/b}$ with $b=1.5$ nm and equal carrier masses; (ii) if the local period is 10% longer. Comment on temperature.*

**Answer.** The two layers have nearly equal lattice constants, roughly $a_0=0.33$ nm. Neglecting the small mismatch, a twist $\vartheta$ gives $a=a_0/[2\sin(\vartheta/2)]$, so $\vartheta=2.4^\circ$.

(i) With equal masses the electron and hole sit at $\mathbf r\pm\boldsymbol\rho/2$, where $\boldsymbol\rho$ is their separation. Averaging $e^{i\mathbf G\cdot(\mathbf r\pm\boldsymbol\rho/2)}$ over an isotropic density multiplies each cosine by the density's Fourier transform $F$ at $q=G/2$. The normalised density is $(s^2/2\pi)e^{-s\rho}$ with $s=2/b$. Integration over angle produces the Bessel function $J_0$:

$$F=s^2\int_0^\infty\rho\,e^{-s\rho}J_0(q\rho)\,d\rho .$$

The standard integral $\int_0^\infty e^{-s\rho}J_0(q\rho)\,d\rho=(s^2+q^2)^{-1/2}$, differentiated with respect to $-s$, gives

$$F=\frac{s^3}{(s^2+q^2)^{3/2}}=\left[1+\left(\frac{Gb}{4}\right)^2\right]^{-3/2}=0.849 ,$$

and direct quadrature agrees. The amplitude falls to 17.0 meV. Since $\hbar\omega\propto\sqrt{V_0}$, the spacing falls to 44.7 meV, a reduction of 8%. This figure depends on the assumption of equal masses. With carrier masses of $0.5\,m_e$ and $0.3\,m_e$, for example, the reduction would be about 5% if only the heavier carrier felt the potential and about 12% if only the lighter one did. If the 20 meV already describes the whole exciton, this factor must not be applied again.

(ii) At fixed $V_0$ and $M$, $\hbar\omega\propto1/a$, and the spacing becomes $48.48/1.1=44.1$ meV. Uneven twist in a real sample changes the period from place to place, and so spreads the spacing. Uniaxial strain in one layer also makes the wells anisotropic, so that the single spacing splits into two.

At 10 K, $k_BT=0.86$ meV. This is far below the 29.8 meV gap, so excitons in thermal equilibrium at low density would be almost entirely in band 1. At 300 K, $k_BT=25.9$ meV is comparable with the gap, and the higher bands would be occupied as well.

Both corrections are smaller than the error of the harmonic approximation itself: 48.5 meV against a band separation of about 30 to 43 meV, depending on $\mathbf k$. A real moiré potential may also have unequal local extrema, described by a phase in the cosines, and lattice relaxation may add higher harmonics. Neither effect is estimated here. The 48.5 meV is the answer to the harmonic question; it should not be used as a predicted line spacing for such a bilayer. The remaining computed values are in the numerical output.

## Numbers as computed

```
exciton mass: 0.8 m_e
cosine amplitude V0: 20.0 meV
moire period a: 8.0 nm
rough layer lattice constant: 0.33 nm
twist angle for this period: 2.36 degrees
G: 0.9069 1/nm
potential minimum: -60.00 meV
potential saddle: 20.00 meV
potential maximum: 30.00 meV
well curvature M omega^2: 24.67 meV/nm^2
angular frequency omega: 73.65 rad/ps
harmonic spacing, formula: 48.48 meV
harmonic spacing, finite differences: 48.48 meV
spacing if 8 nm were 2 pi/G: 41.98 meV
oscillator length l: 1.402 nm
G l: 1.271
harmonic ground level: -11.52 meV
harmonic first excited level: 36.96 meV
eps = hbar^2 G^2/M: 78.34 meV
quartic shift of spacing, -eps/8: -9.79 meV
spacing with quartic shift: 38.69 meV
100x deeper: harmonic spacing: 484.79 meV
100x deeper: plane-wave spacing: 474.81 meV
100x deeper: shift of spacing: -9.97 meV
100x deeper: shift of ground level: -4.94 meV
remainder ratio, 100x to 25x: 0.475
minibands 1, 2, 3 at Gamma: -18.05, 24.51, 24.51 meV
spacing of minibands 1 and 2 at Gamma: 42.55 meV
minibands 1, 2, 3 at K: -16.58, 15.66, 15.66 meV
spacing of minibands 1 and 2 at K: 32.24 meV
minibands 1, 2, 3 at M: -16.75, 13.20, 21.67 meV
spacing of minibands 1 and 2 at M: 29.95 meV
width of miniband 1: 1.47 meV
miniband 2 lowest energy: 13.20 meV
miniband 2 highest energy: 24.51 meV
gap, top of band 1 to bottom of band 2: 29.77 meV
mean of bands 2 and 3 minus mean of band 1: 35.57 meV
exciton 1s radius parameter b: 1.5 nm
finite-size factor, formula: 0.8486
finite-size factor, quadrature: 0.8486
cosine amplitude after smearing: 16.97 meV
harmonic spacing after smearing: 44.66 meV
harmonic spacing, period 10% longer: 44.07 meV
kT at 10 K: 0.86 meV
kT at 300 K: 25.85 meV
```
